# Marcus–Levich–Jortner Rate and the Energy-Gap Law in the Inverted Region, part 2

An electron passes from a donor to an acceptor state through a constant coupling $V$, with free energy change $\Delta G$ (negative downhill). The transfer displaces harmonic modes whose frequencies do not change: a slow classical bath at temperature $T$, with modes $j$ of frequency $\omega_j$, Huang–Rhys factors $S_j$ and $\lambda=\sum_jS_j\hbar\omega_j$, and one fast mode, with quantum $\hbar\omega$ and Huang–Rhys factor $S$, that starts in its ground state. To second order in $V$,

$$
k=\frac{V^2}{\hbar^2}\int_{-\infty}^{\infty}C(t)\,dt ,
$$

where $C(t)$ is $e^{-i\Delta Gt/\hbar}$ times one factor per mode. At mean thermal occupation $\bar n$, with $2\bar n+1=\coth(\hbar\omega/2k_BT)$, this factor is

$$
C_1(t)=\exp\{-S[(2\bar n+1)(1-\cos\omega t)+i\sin\omega t]\},
$$

or equivalently

$$
C_1(t)=\exp\{S[(\bar n+1)(e^{-i\omega t}-1)+\bar n(e^{i\omega t}-1)]\}.
$$

For the classical bath and the cold fast mode ($\bar n=0$), the integral gives the Marcus–Levich–Jortner sum, called "the sum" below:

$$
k=\frac{2\pi V^2}{\hbar}F(E),\qquad F(E)=\sum_nP_n\,\frac{e^{-(E-n\hbar\omega)^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}.
$$

Each term is a channel that leaves $n$ quanta in the fast mode. The aim now is a closed law for the tail of $F$ at large gaps $E$, deep in the inverted region, where $E\gg\hbar\omega$ and $E>S\hbar\omega$.

The worked case has $V=1$ meV, $\lambda=0.20$ eV, $\hbar\omega=0.18$ eV, $S=0.8$ and $T=300$ K, so that $k_BT=0.02585$ eV, $\sigma=0.1017$ eV and $2\pi V^2/\hbar=9.546\times10^{9}$ eV/s. At $\Delta G=-1.8$ eV the gap is $E=1.6$ eV and the sum gives $k=2.91\times10^{4}\ \mathrm{s}^{-1}$. The channel $n=8$ carries 70% of this rate and $n=9$ only 21%, although the line $n=9$ lies nearer to the gap.

## The energy-gap law in the inverted region

The rate is $k=(2\pi V^2/\hbar)F(E)$, where $E=-\Delta G-\lambda$ is the gap. The density $F$ consists of Gaussian lines of standard deviation $\sigma=\sqrt{2\lambda k_BT}$ at the energies $n\hbar\omega$, with Poisson weights $P_n=e^{-S}S^n/n!$. Here $V$ is the electronic coupling, $\lambda$ the reorganization energy of the classical bath, and $\hbar\omega$ and $S$ the quantum and Huang–Rhys factor of the cold fast mode. Gap and width are measured in quanta by $p=E/\hbar\omega$ and $s=\sigma/\hbar\omega$.

The form of $F$ before the sum over $n$ was taken is the time integral

$$
F(E)=\frac1{2\pi\hbar}\int_{-\infty}^{\infty}dt\,\exp\!\left[\frac{iEt}{\hbar}+S(e^{-i\omega t}-1)-\frac{\sigma^2t^2}{2\hbar^2}\right].
$$

With the dimensionless time $u=\omega t$ this becomes

$$
F(E)=\frac1{2\pi\hbar\omega}\int_{-\infty}^{\infty}du\,\exp\!\left[ipu+S(e^{-iu}-1)-\tfrac12s^2u^2\right].
$$

For large $p$ the integrand oscillates rapidly, and the small value of $F$ results from strong cancellation. The cancellation is avoided by moving the path of integration to imaginary time. The integrand has no singularities, and the factor $e^{-s^2u^2/2}$ makes it vanish at large real part of $u$, so the path may be shifted to $u=ix+v$ with $x$ fixed and $v$ real. Since $u=i(x-iv)$,

$$
F(E)=\frac1{2\pi\hbar\omega}\int_{-\infty}^{\infty}dv\,e^{f(x-iv)},\qquad f(z)=-pz+S(e^z-1)+\tfrac12s^2z^2 .
$$

The best choice of $x$ is the point $x_*$ where $f'(x_*)=0$:

$$
p=Se^{x_*}+s^2x_* .
$$

The right-hand side increases steadily from $-\infty$ to $\infty$, so there is one real solution. It is positive when $p>S$. The real part of the exponent on the shifted path is

$$
\mathrm{Re}\,f(x_*-iv)=f(x_*)-Se^{x_*}(1-\cos v)-\tfrac12s^2v^2 ,
$$

which has its highest point at $v=0$. Near that point $f(x_*-iv)\simeq f(x_*)-\tfrac12Bv^2$, where

$$
B=f''(x_*)=Se^{x_*}+s^2 .
$$

When $B\gg1$ the peak is narrow, and the Gaussian integral $\int e^{-Bv^2/2}dv=\sqrt{2\pi/B}$ yields

$$
F(E)\simeq\frac{e^{f(x_*)}}{\hbar\omega\sqrt{2\pi B}} .
$$

This is the saddle-point form of the rate. It holds in the tail and also nearer the maximum, provided that $B$ is large and the other peaks on the path, treated below, can be neglected.

Consider first the formal limit $s\to0$. The saddle equation becomes $p=Se^{x_0}$, so that $x_0=\ln(p/S)$ and $B=p$. The exponent is

$$
f_0(x_0)=-px_0+p-S=-S-\gamma p,\qquad\gamma=x_0-1=\ln\frac{E}{S\hbar\omega}-1 .
$$

The prefactor of the rate is $(2\pi V^2/\hbar)/(\hbar\omega\sqrt{2\pi p})$. Since $(\hbar\omega)^2p=\hbar\omega E$, this equals $(V^2/\hbar)\sqrt{2\pi/\hbar\omega E}$, and the Englman–Jortner law results:

$$
k_{EJ}=\frac{V^2}{\hbar}\sqrt{\frac{2\pi}{\hbar\omega E}}\;e^{-S-\gamma E/\hbar\omega}.
$$

What this expression means for narrow lines needs care, because the true density in that limit is a row of separate spikes. Take a gap with $p$ equal to an integer $n$, and average $F$ over one quantum centred there. The window contains one line of weight $P_n$, so the average is $P_n/\hbar\omega$. Stirling's formula $n!\simeq\sqrt{2\pi n}\,(n/e)^n$ gives

$$
\frac{P_n}{\hbar\omega}\simeq\frac{1}{\hbar\omega\sqrt{2\pi n}}\,e^{-S}\left(\frac{eS}{n}\right)^n=\frac{e^{-S-\gamma n}}{\hbar\omega\sqrt{2\pi n}},
$$

which is the density behind $k_{EJ}$. At gaps of a whole number of quanta the bare law is therefore the quantum-averaged rate for narrow lines. The next term of Stirling's series multiplies $n!$ by $1+1/12n$, so to that order the law exceeds the average by a fraction $1/12n$, or about 1% at $n=9$. At one particular gap between two narrow lines, the actual rate may be far below this average.

A smooth rate at each value of the gap requires the lines to overlap. How much overlap is needed can be read off the shifted path. At $v=2\pi m$, with $m$ a non-zero integer, the cosine term in $\mathrm{Re}\,f$ vanishes again, and only the bath term $-2\pi^2m^2s^2$ holds the integrand down. To find the contribution of such a secondary peak, set $v=2\pi m+w$. Since $e^{-2\pi im}=1$, the exponential in $f$ is unchanged, while the linear and quadratic terms give

$$
f(x_*-iv)=f(x_*-iw)+2\pi im(p-s^2x_*)-2\pi ms^2w-2\pi^2m^2s^2 .
$$

With the quadratic approximation for $f(x_*-iw)$, the integral over $w$ is

$$
\int dw\,e^{-Bw^2/2-2\pi ms^2w}=\sqrt{\frac{2\pi}{B}}\;e^{2\pi^2m^2s^4/B}.
$$

Write $A=Se^{x_*}=p-s^2x_*$, so that $B=A+s^2$. The two real exponents then combine:

$$
-2\pi^2m^2s^2\left(1-\frac{s^2}{B}\right)=-\frac{2\pi^2m^2s^2}{1+s^2/A}.
$$

Adding $m=1$ and $m=-1$ gives the leading ripple of $F$ about the smooth saddle-point value,

$$
\frac{\delta F}{F}\simeq2\exp\!\left[-\frac{2\pi^2s^2}{1+s^2/A}\right]\cos2\pi A .
$$

In the tail $A$ may be replaced by $p$ in the amplitude. The ripple is what remains of the vibrational structure, and it disappears quickly as the lines broaden. For $s=0.3$ and $p$ near $8.5$ its amplitude is $0.34$, so the structure is still strong. In the worked case $s=0.1017/0.18=0.565$, and for $\Delta G=-1.8$ eV, where $p=1.6/0.18=8.89$, the amplitude is below $0.005$. There the rate is smooth to within half a per cent.

Broadening sufficient to merge the lines also changes the size of the rate. To follow this change, expand about $x_0$ by writing $x_*=x_0+\delta$. Because $Se^{x_0}=p$, the saddle equation is $pe^\delta+s^2(x_0+\delta)=p$. To first order in $s^2$ it gives $\delta=-s^2x_0/p$. The exponent at the saddle is

$$
f(x_*)=f_0(x_0)+p(e^\delta-1-\delta)+\tfrac12s^2(x_0+\delta)^2 .
$$

Keeping terms up to $s^4$ gives

$$
f(x_*)\simeq f_0(x_0)+\tfrac12p\delta^2+\tfrac12s^2x_0^2+s^2x_0\delta
=f_0(x_0)+\frac{s^2x_0^2}{2}-\frac{s^4x_0^2}{2p},
$$

since $\tfrac12p\delta^2=s^4x_0^2/2p$ and $s^2x_0\delta=-s^4x_0^2/p$. The prefactor changes as well. With $B=p-s^2(x_*-1)$, the factor $B^{-1/2}$ exceeds $p^{-1/2}$ by a relative amount of about $s^2\gamma/2p$. If this amount and $s^4x_0^2/2p$ are both small, the leading correction alone remains. Because $s^2=2\lambda k_BT/(\hbar\omega)^2$, the law for merged lines is

$$
k\simeq k_{EJ}\,\exp\!\left[\frac{s^2x_0^2}{2}\right]=k_{EJ}\,\exp\!\left[\frac{\lambda k_BT\,x_0^2}{(\hbar\omega)^2}\right].
$$

The extra factor can be understood without the saddle point. Bath fluctuations change the gap by a Gaussian random amount $\epsilon$ of variance $\sigma^2$. In the tail, a gap reduced by $\epsilon$ raises the rate by a factor of about $e^{x_0\epsilon/\hbar\omega}$. The average of this factor is $e^{\sigma^2x_0^2/2(\hbar\omega)^2}$. Fluctuations that narrow the gap gain more than those that widen it lose, so the average exceeds one.

The bare law would hold at each gap if the lines merged while $s^2x_0^2/2$ stayed small. These demands pull in opposite directions. To bring the ripple amplitude $2e^{-2\pi^2s^2}$ down to 5%, one needs $s^2=\ln(40)/2\pi^2\simeq0.19$. With $x_0=2.4$ the broadening factor is then already $e^{0.54}\simeq1.7$. For gaps of this kind, a smooth rate and a negligible broadening factor do not occur together.

In the worked case at $\Delta G=-1.8$ eV, $x_0=\ln(8.889/0.8)=2.408$ and $\gamma=1.408$. Dividing $2\pi V^2/\hbar$ by $2\pi$ gives $V^2/\hbar=1.519\times10^9$ eV/s, and the bare law is

$$
k_{EJ}=(1.519\times10^{9})\sqrt{\frac{2\pi}{(0.18)(1.6)}}\;e^{-0.8-(1.4079)(8.8889)}\ \mathrm{s}^{-1}=1.17\times10^{4}\ \mathrm{s}^{-1},
$$

which is 40% of the sum. The broadening exponent is $\tfrac12(0.3192)(2.408)^2=0.925$, with the factor $e^{0.925}=2.52$. The corrected law gives $2.95\times10^4\ \mathrm{s}^{-1}$, against $2.91\times10^4\ \mathrm{s}^{-1}$ from the sum.

The difference of 1.4% comes from terms of known size. The next exponent term is $-s^4x_0^2/2p=-0.033$, and the neglected change of the prefactor is $s^2\gamma/2p=+0.025$, so these two largely cancel. A numerical root of the saddle equation, $x_*=2.321$, avoids the expansion in $s^2$ altogether. The saddle-point rate is then $2.93\times10^4\ \mathrm{s}^{-1}$, about half a per cent above the sum. What is left is of the order of the Stirling error $1/12p\simeq0.009$ and of the ripple.

The same comparison at other driving forces, with rates in $\mathrm{s}^{-1}$, is as follows.

| $\Delta G$ (eV) | sum | bare law | with broadening |
|---|---|---|---|
| $-1.0$ | $2.94\times10^{8}$ | $1.88\times10^{8}$ | $3.01\times10^{8}$ |
| $-1.4$ | $4.24\times10^{6}$ | $2.10\times10^{6}$ | $4.31\times10^{6}$ |
| $-1.8$ | $2.91\times10^{4}$ | $1.17\times10^{4}$ | $2.95\times10^{4}$ |
| $-2.2$ | $1.14\times10^{2}$ | $3.84\times10^{1}$ | $1.16\times10^{2}$ |

The bare law falls further behind as the gap grows, because $x_0$ increases with $p$ and the broadening factor with it. The corrected law stays within 3% of the sum over more than six decades of the rate.

The exponent $-\gamma E/\hbar\omega$ suggests that each further quantum of gap reduces the rate by $e^{-\gamma}$. This is not so, since $\gamma$ itself depends on the gap. The slope follows from the saddle-point form. Because $f'(x_*)=0$, the shift of $x_*$ does not contribute to the first derivative of the exponent, and $df(x_*)/dp=-x_*$. Differentiating the saddle equation gives $dx_*/dp=1/B$, so the prefactor $B^{-1/2}$ contributes $-\tfrac12(Se^{x_*})/B^2\simeq-1/2p$. Altogether

$$
\frac{d\ln k}{dp}\simeq-x_*-\frac1{2p}.
$$

At $\Delta G=-1.8$ eV this is $-2.321-0.056=-2.377$, and the change of $\ln k$ across one quantum centred on this gap, taken from the sum, agrees with it to better than $0.01$. Across this quantum of $0.18$ eV the rate thus falls by a factor of about 11, where $e^{\gamma}$ would suggest 4. The factor is not constant: it grows from about 5 at $\Delta G=-1.0$ eV to about 13 at $-2.2$ eV. The tail is therefore only roughly exponential, with a slope that steepens slowly because $x_*$ grows about logarithmically with the gap. The classical Marcus rate instead falls as a Gaussian.

The quantity $Se^{x_*}$ also has a physical meaning. From $P_n\propto e^{-S}S^n$ it follows that $\partial\ln F/\partial\ln S=\langle n\rangle-S$, where $\langle n\rangle$ is the mean number of quanta deposited, averaged with the contributions of the channels to the rate. In the saddle-point form the same derivative of the exponent is $S(e^{x_*}-1)$. Neglecting the slow variation of the prefactor,

$$
\langle n\rangle\simeq Se^{x_*}=p-s^2x_* .
$$

For the worked case this is $8.15$, and the sum gives $8.12$, while the gap amounts to $8.89$ quanta. The fast mode takes up somewhat less than the whole gap. The bath covers the remaining three quarters of a quantum, about $0.14$ eV, because such a fluctuation costs less than the smaller Franck–Condon factor of a higher level. This is the preference for $n=8$ over $n=9$ found above.

Temperature enters the corrected law through the broadening factor, whose exponent is proportional to $T$. With $\Delta G$, $\lambda$ and the coupling held fixed, heating from 300 K to 350 K raises the exponent $0.925$ by one sixth, and the law predicts a ratio of $e^{0.154}=1.17$. The sum, with the fast mode kept cold at both temperatures, gives $1.16$; the thermal occupation of that mode, treated below, raises it to $1.17$. This is a weak dependence for a reaction with a gap of $1.6$ eV. No activation energy of that order appears, because most of the energy goes into the fast mode.

The derivation of the law used a large $p$ and the smallness of the two neglected terms, but not $p>S$, which only places the gap on the inverted side. For strong coupling to the fast mode, $S\gg1$, the formula therefore still holds near $p=S$, but there it does not describe a roughly exponential decay. The saddle lies at small $x_*$, and a simpler form shows the shape. Expanding $f$ to second order gives $f(x)\simeq-(p-S)x+\tfrac12(S+s^2)x^2$. Its minimum is at $x_*=(p-S)/(S+s^2)$, and the density becomes

$$
F(E)\simeq\frac{1}{\hbar\omega\sqrt{2\pi(S+s^2)}}\exp\!\left[-\frac{(p-S)^2}{2(S+s^2)}\right].
$$

This is a Gaussian centred at $-\Delta G=\lambda+S\hbar\omega$, with variance $\sigma^2+S(\hbar\omega)^2$, in which zero-point motion of the fast mode adds to the thermal spread of the bath. It requires lines broad enough to merge. It also requires $S|x_*|^3/6\ll1$, so that the cubic term left out of $f$ is negligible, and $|x_*|\ll1$, because replacing $B=Se^{x_*}+s^2$ by $S+s^2$ changes the prefactor by a relative amount of about $Sx_*/2(S+s^2)$. As the gap grows beyond this range, the Gaussian turns into the slower decay of the gap law.

The assumption of a cold fast mode is also more demanding in the tail than near the maximum. For non-zero occupation $\bar n$, the thermal terms of the mode add $S\bar n(e^{-iu}+e^{iu}-2)$ to the exponent. At $u=ix_*$, and while the addition is small enough to leave the saddle in place, the rate is multiplied by

$$
\exp[\bar nS(e^{x_*}+e^{-x_*}-2)] .
$$

Since $Se^{x_*}\simeq p$, this is close to one when $\bar np\ll1$, and $\bar n\ll1$ is not sufficient. A molecule that starts with one quantum has a larger overlap with the high acceptor levels, and this advantage grows with the gap. In the worked case $\bar n=9.5\times10^{-4}$ and $\bar np=0.008$. The factor is $1.006$, so the cold-mode sum is adequate.

The classical description of the bath must likewise hold at the imaginary time $t=i\tau$ with $\tau=x_*/\omega$. There the full bath exponent is

$$
\sum_jS_j\left[\sinh\omega_j\tau+\coth\!\left(\frac{\hbar\omega_j}{2k_BT}\right)(\cosh\omega_j\tau-1)\right].
$$

Expanding one order beyond the classical terms, with $\coth y\simeq1/y+y/3$, leaves the correction

$$
\lambda\langle\omega_b^2\rangle\left[\frac{\tau^3}{6\hbar}+\frac{\tau^2}{12k_BT}+\frac{k_BT\,\tau^4}{12\hbar^2}\right],
$$

where $\langle\omega_b^2\rangle$ is the mean square bath frequency weighted by reorganization energy. The bath must therefore be slow on the scale of $\tau$ as well as soft compared with $k_BT$.

As an illustration, let the reorganization energy be distributed over bath quanta $\epsilon_b$ in proportion to $e^{-\epsilon_b/\epsilon_0}$ with $\epsilon_0=2$ meV, for which the mean of $\epsilon_b^2$ is $2\epsilon_0^2$. The correction to the exponent is then about $0.0015$. Adding the hot-band exponent $0.0063$ predicts a rate 0.8% above the sum. A numerical time integral with the full thermal correlation function, in which 200 modes represent this bath, also lies 0.8% above it.

Real molecules also strain the harmonic assumption in this region. The rate rests on overlaps with levels that hold about eight quanta, where the levels of a real bond are no longer evenly spaced and the Poisson weights no longer apply. The gap law derived here is thus a property of displaced harmonic modes at second order in the coupling. In a real molecule, anharmonicity and a dependence of $V$ on the nuclear positions can change both the slope and the size of the tail.

All numerical values are calculated from the stated model.
